Warm-electron mobility and energy relaxation: acoustic and ionized-impurity scattering

**1. The result**

Let μ = v/E be the drift velocity divided by the field. In a weak field

μ = μ₀(1 + βE²).

If collisions between electrons keep their energy distribution Maxwellian at a temperature Tₑ above the lattice temperature T, then

β = (2eμ₀τ_E/3kT) · d ln μ/d ln Tₑ,  (1)

where τ_E is the energy relaxation time and the derivative is taken at Tₑ = T with the lattice temperature fixed. For a momentum relaxation time τ ∝ ε^r, with ε the electron energy, the derivative equals r. Acoustic phonons give r = −1/2 and β < 0. Ionized impurities, with the slow variation of the Coulomb logarithm ignored, give r = 3/2 and β > 0.

Impurity scattering is elastic and cannot remove the energy supplied by the field. A steady state needs phonons as well, even where impurities control the mobility. Here acoustic phonons remove the energy in both cases.

Without collisions between electrons the two signs survive, but the coefficients change. For acoustic scattering β is then

β = −(3π/8)(1 − ln 2)(m_c/m_a)(μ₀/s)²,  (2)

with s the sound speed and m_c, m_a two averages of the effective mass, defined below.

**2. Assumptions and masses**

The electrons are nondegenerate and occupy parabolic valleys with one longitudinal mass m_l and two transverse masses m_t. The field makes equal angles with all valley axes in the sense that every valley has the same mobility along it. The times τ depend on energy alone, and acoustic scattering reaches all points of the constant-energy surface with equal probability. Put x = ε/kT.

On a constant-energy surface the momentum components along the principal axes are pᵢ = √(2mᵢε) nᵢ, where n is a unit vector distributed uniformly, so ⟨nᵢ²⟩ = 1/3. Hence

⟨p²⟩ = (2ε/3)(m_l + 2m_t) = 2m_aε, with m_a = (m_l + 2m_t)/3.

The velocity components are pᵢ/mᵢ. For the field directions considered,

⟨v_F²⟩ = 2ε/(3m_c), with 1/m_c = (1/3)(1/m_l + 2/m_t),

where v_F is the component along the force. For an isotropic band m_c = m_a = m.

**3. Heating as diffusion in energy**

Write the distribution as f = f₀(ε) + f₁, where f₁ is odd in momentum. With a force of magnitude F = eE, the odd part of the steady Boltzmann equation is

F v_F df₀/dε = −f₁/τ, so f₁ = −Fτv_F df₀/dε.

To find the effect of f₁ on f₀, multiply the field term by any function ψ(ε) and integrate by parts over momentum:

∫ψ F·∂f₁/∂p d³p = −∫(dψ/dε) F v_F f₁ d³p.

Thus F v_F f₁, averaged over the energy surface and multiplied by the density of states g ∝ √ε, is an upward flux of electrons in energy:

J_F = g⟨F v_F f₁⟩ = −gD_F df₀/dε, D_F = 2e²E²ετ/(3m_c).

The field makes electrons diffuse in energy.

**4. Cooling by acoustic phonons**

A phonon of momentum q changes the electron energy by ±sq. The squared coupling is proportional to q. When sq ≪ kT the phonon number is kT/(sq), so q cancels from the scattering rate. The rate then follows the number of final states, which gives

τ_ac = τ₀x^(−1/2).

Because the final momentum p′ is independent of the initial one, ⟨|p′ − p|²⟩ = 2⟨p²⟩ = 4m_aε. The energy diffusion coefficient is half the rate times the mean squared energy step:

D_ph = (1/2)(1/τ_ac)s²(4m_aε) = 2m_as²ε/τ_ac.

The phonon flux also has a downward drift term. It must cancel diffusion when f₀ ∝ exp(−ε/kT), which fixes

J_ph = −gD_ph(df₀/dε + f₀/kT).

In the steady state the total flux is the same at all energies, and it vanishes at ε = 0, so J_F + J_ph = 0. In terms of x,

d ln f₀/dx = −1/(1 + h),  (3)

h = D_F/D_ph = e²E²ττ_ac/(3m_cm_as²).

For small h the right side is −1 + h. Therefore

f₀ ∝ e^(−x)(1 + φ), dφ/dx = h.  (4)

The next even harmonic of f has been dropped. Its relative effect on β is of order m_as²/kT, up to numerical factors and, in the acoustic case, a logarithm. The same small ratio justifies treating energy steps as diffusion.

**5. From the distribution to the mobility**

Averaging v_F over f₁ gives the drift velocity, and dividing by E gives

μ = −(2e/3m_c) ∫x^(3/2)τ (df₀/dx)dx / ∫x^(1/2)f₀dx.

At zero field df₀/dx = −e^(−x), and Γ(5/2) = (3/2)Γ(3/2), so

μ₀ = (e/m_c) ∫x^(3/2)τe^(−x)dx / Γ(5/2).  (5)

At finite field, integrate the numerator by parts. The boundary terms vanish, and the derivative moves to x^(3/2)τ. Inserting (4) gives μ/μ₀ = (1 + ⟨φ⟩₁)/(1 + ⟨φ⟩₀), hence to first order

βE² = ⟨φ⟩₁ − ⟨φ⟩₀.  (6)

The two averages use the normalized weights

w₁ ∝ [d(x^(3/2)τ)/dx]e^(−x), w₀ ∝ x^(1/2)e^(−x).

Let K(x) be the integral of w₁ − w₀ from x to infinity. Since K vanishes at both ends, another integration by parts turns (6) into

βE² = ∫₀^∞ h(x)K(x)dx.  (7)

This settles the sign for τ ∝ x^r with r > −1. For r ≤ −1 the integral in (7) diverges at low energy, and the energy-diffusion model gives no finite β. For r > −1 the ratio w₁/w₀ is proportional to x^r. If r > 0 it rises, so w₁ − w₀ is negative at low energy and positive at high energy, with one change of sign. Its integral over the upper tail is positive, and K > 0 throughout. If r < 0 the order is reversed and K < 0. Heating makes h positive, so β has the sign of r. Electrons move up in energy; whether they drift better there depends on whether τ rises or falls.

**6. Acoustic scattering without electron-electron exchange**

For τ = τ_ac define

G = e²E²τ₀²/(3m_cm_as²).

Then h = G/x and φ = G ln x. The weights are w₁ = e^(−x) and w₀ = x^(1/2)e^(−x)/Γ(3/2). The average of ln x under a weight x^(a−1)e^(−x)/Γ(a) is the digamma function ψ(a) = Γ′(a)/Γ(a). With Euler's constant γ,

ψ(1) = −γ, ψ(3/2) = ψ(1/2) + 2 = −γ − 2 ln 2 + 2.

Equation (6) becomes

βE² = G[ψ(1) − ψ(3/2)] = −2(1 − ln 2)G.

To eliminate τ₀, use (5) with Γ(2) = 1 and Γ(5/2) = 3√π/4:

μ₀ = 4eτ₀/(3√π m_c), eτ₀ = (3√π/4)m_cμ₀.

Therefore

G = (3π/16)(m_c/m_a)(μ₀E/s)²,

and (2) follows. The natural field scale is the one at which the drift velocity becomes comparable with s.

At finite G, (3) reads d ln f₀/dx = −x/(x + G), whose solution is

f₀ ∝ (x + G)^G e^(−x).  (8)

Since −∫x(df₀/dx)dx = ∫f₀dx, the full mobility is proportional to ∫f₀dx/∫x^(1/2)f₀dx. The correction to βE² contains a term of order G² ln(1/G), because G ln(x + G) differs from G ln x by G ln(1 + G/x) at small x. The quadratic law therefore loses accuracy earlier than a plain series in E² would suggest.

**7. Impurity scattering without electron-electron exchange**

Take the ideal law τ = τᵢx^(3/2) for momentum loss and keep acoustic phonons for energy loss. Then

h = Gᵢx, φ = Gᵢx²/2, Gᵢ = e²E²τᵢτ₀/(3m_cm_as²).

Now w₁ ∝ x²e^(−x). The average of x² under x^(a−1)e^(−x)/Γ(a) is a(a + 1), which is 12 for a = 3 and 15/4 for a = 3/2. Hence

βE² = (Gᵢ/2)(12 − 15/4) = (33/8)Gᵢ.

Equation (5), with Γ(4) = 6, gives the impurity mobility μᵢ = 8eτᵢ/(√π m_c). Let μ_ac be the mobility that acoustic scattering alone would give. Then

Gᵢ = (1/3)(√π/8)(3√π/4)(m_c/m_a)μᵢμ_acE²/s² = (π/32)(m_c/m_a)μᵢμ_acE²/s²,

β = (33π/256)(m_c/m_a)μᵢμ_ac/s².  (9)

The factor μ_ac enters through the energy loss: weaker phonon coupling means more heating.

This is a weak-field coefficient. At finite field (3) gives f₀ ∝ (1 + Gᵢx)^(−1/Gᵢ), a power-law tail, because fast electrons are hardly deflected by impurities. Acoustic momentum loss prevents this: with both processes present τ ≤ τ_ac, so h cannot exceed G/x.

A numerical solution with finite phonon energies and Planck phonon numbers, in place of energy diffusion, gives both coefficients −2(1 − ln 2) and 33/8 within 2% at √(2m_as²/kT) = 0.05.

**8. The electron-temperature limit**

Now let electrons exchange energy among themselves much faster than they lose it to phonons, but more slowly than they lose momentum. The exchange then fixes f₀ ∝ exp(−ε/kTₑ), while f₁ keeps the form found above.

Integrating the phonon flux over energy gives the mean power lost per electron,

P = ⟨D_ph⟩[1/(kT) − 1/(kTₑ)].

Let δ = (Tₑ − T)/T. To first order P = δ⟨D_ph⟩/kT. Since D_ph = 2m_as²kT x^(3/2)/τ₀ and ⟨x^(3/2)⟩ = Γ(3)/Γ(3/2) = 4/√π,

P = 8m_as²δ/(√π τ₀).

Defining τ_E by P = (3/2)k(Tₑ − T)/τ_E gives

τ_E = 3√π kTτ₀/(16m_as²).  (10)

After the field is switched off, the excess energy decays with this time. In the steady state eμ₀E² = P, so

δ = 2eμ₀τ_EE²/(3kT).

The relative mobility change is δ · d ln μ/d ln Tₑ, which is (1). For τ ∝ ε^r, averaging over a Maxwellian gives μ ∝ Tₑ^r. Substituting τ₀ = (3√π/4)m_cμ_ac/e in (10) gives

τ_E = (9π/64)(m_c/m_a)kTμ_ac/(es²),

and therefore

acoustic: β = −eμ₀τ_E/(3kT) = −(3π/64)(m_c/m_a)(μ₀/s)²,

impurity: β = eμᵢτ_E/(kT) = (9π/64)(m_c/m_a)μᵢμ_ac/s².

**9. Why exchange changes the coefficient**

Without exchange there is no temperature, but τ_E can still be defined by the steady energy excess:

⟨ε⟩ − (3/2)kT = eμ₀E²τ_E.

Since d ln⟨ε⟩ is the excess divided by (3/2)kT, the relation becomes

β = (2eμ₀τ_E/3kT) · d ln μ/d ln⟨ε⟩,  (11)

with both μ and ⟨ε⟩ followed along the actual distributions as the field varies. This τ_E is a ratio of stored energy to power. It need not describe a single exponential decay.

The excess in units of kT is ⟨(x − 3/2)φ⟩₀. One integration by parts turns it into

∫h x^(3/2)e^(−x)dx/Γ(3/2).

It equals G for acoustic and (15/4)Gᵢ for impurity scattering. With exchange, the power balance gives δ = G/2 and δ = 3Gᵢ, so the excesses (3/2)δ are (3/4)G and (9/2)Gᵢ. At fixed E and fixed scattering times, removing exchange therefore multiplies τ_E by 4/3 in the acoustic case and by 5/6 in the impurity case.

The logarithmic derivative in (11) follows as (3/2)βE² divided by the excess. It is −0.92 for acoustic and 1.65 for impurity scattering, instead of −0.5 and 1.5. The ratios of β without exchange to β with strong exchange are

acoustic: (4/3)(0.9206/0.5) = 2.45,

impurity: (5/6)(1.65/1.5) = 0.917.

In the acoustic case h = G/x is largest for slow electrons, which have the longest τ. Heating depletes them more strongly than a temperature rise would. Using (1) to extract τ_E from β when exchange is absent would overestimate it by a factor of 0.9206/0.5 = 1.84 for acoustic scattering. A measured β determines τ_E only with knowledge of the distribution and the scattering law.

**10. Numerical example**

Take round, rough parameters in the regime of lightly doped n-type germanium at 30 K: m_l = 1.6 and m_t = 0.08 electron masses, s = 5.4 km/s, and acoustic mobility 150 000 cm²/Vs. A field along [100] makes the four valleys equivalent. Then

m_c = 0.117, m_a = 0.587 electron masses, m_c/m_a = 0.200.

With μ₀ = 15 m²/Vs, (μ₀/s)² = 7.72×10⁻⁶ m²/V², and (2) gives

β = −0.3615 × 0.200 × 7.72×10⁻⁶ m²/V² = −5.6×10⁻³ cm²/V².

With strong exchange it is −2.3×10⁻³ cm²/V².

For the relaxation time, τ₀ = 13.3 ps and m_as²/kT = 0.0376. Equation (10) gives

τ_E = 0.332 × 13.3 ps/0.0376 = 117 ps.

Without exchange it is 156 ps. Energy relaxes much more slowly than momentum because each collision changes the energy little.

At 2 V/cm the quadratic law without exchange gives a mobility change of −2.2%, and the full distribution (8) gives −1.9%. At 5 V/cm the values are −13.9% and −8.3%, so the quadratic law no longer serves. With strong exchange at 2 V/cm, Tₑ − T = 0.54 K; half of 0.54/30 is the mobility decrease, 0.9%.

**11. Both scattering mechanisms together**

For ions of density N, add rates: 1/τ = 1/τ_ac + 1/τ_imp. A Coulomb collision with impact parameter b′ has b′ = R cot(θ/2), where R = e²/(8πκε) and κ is the permittivity. Thus 1 − cos θ = 2R²/(R² + b′²). Integrating 2πb′db′ up to half the ion spacing, b = N^(−1/3)/2, gives

1/τ_imp = Nv · 2πR² ln(1 + b²/R²).

The speed v is calculated with the mass (m_lm_t²)^(1/3), which ignores anisotropy in this rate, and the relative permittivity is 16. Keeping T and the acoustic coupling fixed, (7) and (1) give:

N = 10¹⁴ cm⁻³: μ₀ = 1.09×10⁵ cm²/Vs; β = −6.5×10⁻⁴ without and −6.1×10⁻⁴ cm²/V² with strong exchange.

N = 10¹⁵ cm⁻³: μ₀ = 5.6×10⁴ cm²/Vs; β = +4.2×10⁻⁴ and +3.7×10⁻⁴ cm²/V².

N = 10¹⁶ cm⁻³: μ₀ = 1.7×10⁴ cm²/Vs; β = +2.4×10⁻⁴ cm²/V² in both limits.

The last entry shows the trend of the model and is not a prediction for germanium. At that density the Coulomb energy of an electron at half the ion spacing from one ion is about 1.5 kT in magnitude, so collisions with single ions are no longer well separated. Without compensation, most donors would also be neutral at 30 K, and their scattering is not included.

The values with strong exchange keep the form of f₁ used in section 8. If there are as many electrons as ions, collisions between electrons are about as frequent as collisions with ions and also reshape f₁. In the limit where they make the whole distribution a drifted Maxwellian, the three values of β become −7.1×10⁻⁴, +4.1×10⁻⁴ and +1.8×10⁻⁴ cm²/V².

In this model the sign changes near 2.6×10¹⁴ cm⁻³ without exchange and 3.1×10¹⁴ cm⁻³ with it. These densities depend on how the Coulomb force is cut off: Debye screening by as many electrons as ions, treated in the Born approximation with the screening length held fixed, lowers them to about 1.1×10¹⁴ and 1.2×10¹⁴ cm⁻³. If the screening length follows Tₑ, the second value becomes about 1.6×10¹⁴ cm⁻³. The Born approximation overstates the scattering here, because e²/(4πκħv) is about 1.7 at ε = 3kT/2. At 10¹⁴ cm⁻³ and this energy the logarithm is 4.5 with the half-spacing cutoff and 6.6 in the Born form, but only about 4.3 once the Coulomb correction to Born is included. Most of this lowering therefore comes from the approximation and not from screening. The mass anisotropy ignored in the ion scattering rate matters as much. A rough Born estimate with a separate relaxation time along each principal axis, keeping the original cutoff in the logarithm, makes the transverse rate about 1.9 times the isotropic one and lowers the two original densities by a factor of about two, to roughly 1.2×10¹⁴ and 1.4×10¹⁴ cm⁻³. At 10¹⁴ cm⁻³ β then lies close to its sign change, and |β| falls from about 6×10⁻⁴ to roughly 1–2×10⁻⁴ cm²/V², a value sensitive to details of the estimate. At 10¹⁶ cm⁻³, d ln μ/d ln Tₑ is 0.47, well below 3/2. Two causes act in this direction: the logarithm grows with energy, and the remaining acoustic scattering contributes a negative exponent. From 10¹⁵ to 10¹⁶ cm⁻³ this derivative rises from 0.22 to 0.47, but μ₀ falls by a factor of 3.3. Since (1) contains their product and τ_E is fixed, β decreases.

**12. Comparison with real germanium**

The masses, sound speed and mobility are rough typical values for pure material. The acoustic result is sensitive to ions, to electron-electron exchange and to the phonon model. Equation (2) uses one sound speed and a coupling independent of direction. In germanium transverse phonons also scatter electrons, and the coupling depends on direction. With a transverse sound speed of 3.2 km/s and plausible deformation potentials (Ξ_u = 16 to 19 eV, Ξ_d = −6.5 to −10 eV), |β| at fixed mobility is larger by a factor of roughly 1.4 to 2.9, so the values in section 10 illustrate the model and do not predict a measurement. Already at 10¹⁴ ions per cm³ the model reduces |β| from 5.6×10⁻³ to 6.5×10⁻⁴ cm²/V² without exchange, so (2) requires much purer material: in the same model, 10¹² ions per cm³ still lower |β| by about 20%, or by about a quarter with Debye screening by as many electrons (a third in the Born approximation). Equating a Coulomb collision time to τ_E puts the onset of strong exchange at roughly 2×10¹³ electrons per cm³. This is an order-of-magnitude estimate.

Finite phonon energies in the energy exchange increase |β| in the acoustic case, estimated for an isotropic band of mass m_a with the law for τ left unchanged. The smooth trial functions behind the numerical output give 6%; resolving the slow electrons on a fine energy grid gives about 9%. Finite phonon energies also lengthen τ, and at fixed coupling this changes β by a comparable amount in the opposite direction, so neither figure should be used alone as a correction. In the same isotropic band the two nearly cancel, and the even harmonic dropped in section 4 then raises |β| by about 8%. With rough coupling constants, 28 meV intervalley phonons add 7% to the linear energy loss and 37 meV optical phonons add 0.4%. Intervalley phonons of 10 meV couple much more weakly (about 2×10⁷ eV/cm) but are far more numerous at 30 K, and add another 8%. In the temperature limit, 15% more loss lowers τ_E and |β| by about 13%. Degeneracy is negligible at 10¹⁴ donors per cm³: the electron density is 3×10⁻⁴ of the effective band density. About 97% of donors with 10 meV binding are ionized if the donor ground state is twofold; if the other low-lying donor states of germanium lie close to it, the fraction is about 90%. A conductivity measurement would also respond to any field-induced change in electron number, which β does not include.

For a field along [111] the valleys heat unequally if they exchange no energy. If their relaxation times also stay equal and no electrons transfer between them, the acoustic |β| rises by 29%. Electron-electron exchange strong enough to give all valleys one temperature removes this rise. Transfer between valleys would add a further change that this model does not calculate. The remaining numerical values are in the numerical output below.

Computed results

```
lattice temperature = 30 K; kT = 2.585 meV
longitudinal, transverse mass = 1.60, 0.08 m_e
conductivity, arithmetic mass = 0.1171, 0.5867 m_e
sound speed = 5.40 km/s; permittivity = 16.0
acoustic mobility = 150000 cm2/Vs
acoustic tau at energy kT = 13.273 ps
tauE, strong e-e exchange = 117.24 ps
tauE, no e-e exchange = 156.32 ps
acoustic beta, no e-e = -5.56637e-03 cm2/V2
acoustic beta, strong e-e = -2.26753e-03 cm2/V2
acoustic beta ratio no/strong e-e = 2.4548
impurity beta ratio no/strong e-e = 0.9167
acoustic dln(mu)/dln(mean energy), no e-e = -0.9206
ideal impurity dln(mu)/dln(mean energy), no e-e = 1.6500
E = 1 V/cm: p = 0.00907; mobility change quadratic = -0.557 %, full = -0.525 %
E = 2 V/cm: p = 0.03628; mobility change quadratic = -2.227 %, full = -1.896 %
E = 5 V/cm: p = 0.22675; mobility change quadratic = -13.916 %, full = -8.250 %
electron temperature rise at 2 V/cm, strong e-e = 0.544 K
ions 1e+14 cm-3: mobility = 109070 cm2/Vs
  beta no e-e = -6.4840e-04 cm2/V2
  beta strong e-e = -6.0521e-04 cm2/V2
  dln(mu)/dln(Te) = -0.1835
ions 1e+15 cm-3: mobility = 55991 cm2/Vs
  beta no e-e = 4.2418e-04 cm2/V2
  beta strong e-e = 3.6915e-04 cm2/V2
  dln(mu)/dln(Te) = 0.2181
ions 1e+16 cm-3: mobility = 16774 cm2/Vs
  beta no e-e = 2.3530e-04 cm2/V2
  beta strong e-e = 2.3969e-04 cm2/V2
  dln(mu)/dln(Te) = 0.4726
zero-beta ion density, no e-e = 2.591e+14 cm-3
zero-beta ion density, strong e-e = 3.085e+14 cm-3
ma*s^2/kT = 0.0376
finite-phonon beta factor, acoustic = 1.0640
finite-phonon beta factor, 1e16 ions = 1.0380
rough optical: 37 meV, 5.5e8 eV/cm, 1 valley
optical/acoustic linear energy loss = 0.0035
rough intervalley: 28 meV, 3e8 eV/cm, 3 valleys
intervalley/acoustic linear energy loss = 0.0672
estimated e-e crossover density = 2.34e+13 cm-3
donor density = 1.0e+14 cm-3; binding = 10 meV
ionized donor fraction = 0.9719
electron density / band density of states = 3.03e-04
[111] field: valley heating factor = 1.2863
```
